\section*{The PBE0 mixing fraction of one quarter from the coupling-constant integral}

A semilocal density functional makes an exchange error whose size is measured by one energy,
\begin{equation}
\Delta E_x=E_x-E_x^{\rm PBE},
\end{equation}
where $E_x$ is the exact exchange energy and $E_x^{\rm PBE}$ its PBE approximation for the same density. If a correction to the PBE exchange-correlation energy is built from this energy alone, dimensional analysis makes it a multiple of $\Delta E_x$. If the same multiple is used for either sign of $\Delta E_x$, the form is
\begin{equation}
E_{xc}^{\rm hyb}=E_{xc}^{\rm PBE}+a\,\Delta E_x ,
\label{form}
\end{equation}
with $a$ a pure number. Further energies, such as an excitation gap, would let $a$ depend on their ratios and so vary from system to system; leaving them out is an assumption. Dimensional analysis cannot supply the value of $a$. That comes from the way the exchange error fades as the electron repulsion is switched on, a process described by a dimensionless coupling constant $\lambda$ between 0 and 1. If the error fades as $\Delta E_x\,g(\lambda)$, then $a=\int_0^1 g\,d\lambda$, and the question becomes which $g$ to use.

Formulas are in Hartree atomic units and numerical energies in eV. Let $T$ be the kinetic energy operator and $V$ the electron-electron repulsion. For a given ground-state density $\rho(\mathbf r)$ let $\Psi_\lambda$ minimise $\langle T+\lambda V\rangle$ among wavefunctions with that density, and let $F_\lambda$ be the minimum. I assume that for each $\lambda$ there is a potential $v_\lambda$ of which $\Psi_\lambda$ is the non-degenerate ground state, that everything varies smoothly with $\lambda$, and that $\Psi_0$ is a single determinant. For open shells both spin densities are held fixed. The ground-state energy in the potential $v_\lambda$ is
\begin{equation}
E_\lambda=F_\lambda+\int v_\lambda\,\rho\,d^3r .
\end{equation}
Its derivative follows in two ways. The Hellmann--Feynman theorem gives the first line below, and differentiation of the definition at fixed $\rho$ gives the second:
\begin{align}
\frac{dE_\lambda}{d\lambda}&=\langle\Psi_\lambda|V|\Psi_\lambda\rangle+\int\frac{dv_\lambda}{d\lambda}\,\rho\,d^3r,\\
\frac{dE_\lambda}{d\lambda}&=\frac{dF_\lambda}{d\lambda}+\int\frac{dv_\lambda}{d\lambda}\,\rho\,d^3r .
\end{align}
The potential terms are equal because the density is the same in both, so
\begin{equation}
\frac{dF_\lambda}{d\lambda}=\langle\Psi_\lambda|V|\Psi_\lambda\rangle .
\label{hf}
\end{equation}
At the ends of the path $F_0=T_s$, the non-interacting kinetic energy, and $F_1=T_s+U+E_{xc}$, where $U$ is the Hartree energy. The second relation defines $E_{xc}$. Integrating (\ref{hf}) from 0 to 1 and subtracting $U$, which does not depend on $\lambda$, gives the adiabatic connection
\begin{equation}
E_{xc}=\int_0^1W_\lambda\,d\lambda,\qquad W_\lambda=\langle\Psi_\lambda|V|\Psi_\lambda\rangle-U .
\label{ac}
\end{equation}
Since $\Psi_0$ is a determinant, $W_0=E_x$. The lowering of $W_\lambda$ below $E_x$ carries the correlation energy, including its kinetic part.

A two-site model with two electrons shows the relation at work. Take unit hopping, on-site repulsion 2 and site occupations held at 1.4 and 0.6 for each $\lambda$. The Hartree energy is $(1.4^2+0.6^2)\times2/2=2.32$, and exchange for two electrons in one orbital is minus half of it, $-1.16$. The energy difference $F_1-F_0-U$ is $-1.290502$ hopping units, and the integral (\ref{ac}) gives the same number. Correlation therefore contributes $-0.131$.

Now suppose that $F_\lambda$ has a power series in $\lambda$. By (\ref{hf}) its first-order coefficient is $\langle\Psi_0|V|\Psi_0\rangle=U+E_x$. Calling the higher coefficients $E_c^{(k)}$,
\begin{equation}
F_\lambda=T_s+\lambda(U+E_x)+\sum_{k\ge2}\lambda^kE_c^{(k)} .
\end{equation}
Differentiating and subtracting $U$,
\begin{equation}
W_\lambda=E_x+\sum_{k\ge2}k\,\lambda^{k-1}E_c^{(k)} .
\label{series}
\end{equation}
Each energy term loses one power of $\lambda$. Perturbation theory through order $n$ thus yields an integrand of degree $n-1$, and fourth order yields a cubic.

The hybrid integrand is the PBE integrand plus a correction,
\begin{equation}
W_\lambda^{\rm hyb}=W_\lambda^{\rm PBE}+D(\lambda).
\end{equation}
At $\lambda=0$ the right answer is known, so $D(0)=\Delta E_x$. Near $\lambda=1$ the PBE form is kept. The physical argument is that in a molecule the exchange hole, the depletion of density around an electron due to exchange, can spread over several atoms, which a functional of the local density and its gradient cannot see. Repulsion at full coupling tends to draw the hole in around its electron, where semilocal information suffices better. This is a plausible tendency and not a proof; it weakens when strong correlation persists at $\lambda=1$, as in stretched bonds.

These ideas become definite through three conditions: $D$ is a polynomial of degree at most $n-1$; $D(0)=\Delta E_x$; and $D$ joins zero at $\lambda=1$ as smoothly as the degree permits,
\begin{equation}
D(1)=D'(1)=\dots=D^{(n-2)}(1)=0 .
\label{contact}
\end{equation}
There are $n$ coefficients and $n$ conditions. To solve them, expand about $\lambda=1$:
\begin{equation}
D(\lambda)=\sum_{k=0}^{n-1}\frac{D^{(k)}(1)}{k!}(\lambda-1)^k .
\end{equation}
Conditions (\ref{contact}) remove the terms $k=0,\dots,n-2$. One term remains, $D=C(1-\lambda)^{n-1}$, with the sign absorbed in $C$. Setting $\lambda=0$ gives $C=\Delta E_x$, hence
\begin{equation}
D(\lambda)=\Delta E_x\,(1-\lambda)^{n-1}.
\label{D}
\end{equation}
The polynomial condition applies to the correction. The PBE integrand is not itself a polynomial in $\lambda$, so the series (\ref{series}) motivates the degree of $D$ without forcing it.

With $u=1-\lambda$, $d\lambda=-du$ and the limits exchanged,
\begin{equation}
a=\int_0^1(1-\lambda)^{n-1}d\lambda=\int_0^1u^{n-1}du=\frac1n .
\end{equation}
For $n=4$ the correction decays as $(1-\lambda)^3$ and $a=1/4$. Writing $E_{xc}^{\rm PBE}=E_x^{\rm PBE}+E_c^{\rm PBE}$ in (\ref{form}),
\begin{align}
E_{xc}^{\rm PBE0}&=E_x^{\rm PBE}+E_c^{\rm PBE}+\tfrac14\left(E_x-E_x^{\rm PBE}\right)\nonumber\\
&=\tfrac14E_x+\tfrac34E_x^{\rm PBE}+E_c^{\rm PBE}.
\label{pbe0}
\end{align}
The PBE correlation energy enters whole, because $D$ is proportional to an exchange difference.

Other values of $n$ show what the exponent does. For $n=1$ the correction does not decay, $a=1$, and exact exchange is combined with PBE correlation; any cancellation between the PBE errors in exchange and correlation is then lost. For $n=2$ it falls linearly and $a=1/2$. If $W^{\rm PBE}_\lambda$ were also linear, its integral would be $\frac12(E_x^{\rm PBE}+W_1^{\rm PBE})$, and adding $\frac12\Delta E_x$ would give $\frac12(E_x+W_1^{\rm PBE})$, the average of the exact value at one end and the semilocal value at the other. For large $n$ the correction is confined to a range of order $1/n$ next to $\lambda=0$, and the functional returns to PBE. A large $n$ thus describes a system in which the effect of exact exchange is lost at weak coupling.

An exact property limits the construction. For each fixed wavefunction $\langle T+\lambda V\rangle$ is a straight line in $\lambda$. $F_\lambda$ is the minimum of such lines, hence concave, so its slope, and with it $W_\lambda$, cannot increase with $\lambda$. For the hybrid with $n=4$ this demands
\begin{equation}
\frac{dW_\lambda^{\rm PBE}}{d\lambda}-3\,\Delta E_x(1-\lambda)^2\le0 .
\label{mono}
\end{equation}
If the PBE integrand decreases and $\Delta E_x\ge0$, the condition holds. If $\Delta E_x<0$, the correction rises with $\lambda$, and the condition fails wherever that rise outweighs the PBE slope.

To see the integrand for a real molecule one needs $W_\lambda^{\rm PBE}$, although PBE is defined at full coupling. Coordinate scaling supplies it. For $N$ electrons replace $\Psi(\mathbf r_1,\dots)$ by $\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots)$. The norm is kept, the density becomes $\rho_\gamma(\mathbf r)=\gamma^3\rho(\gamma\mathbf r)$, the kinetic energy is multiplied by $\gamma^2$ and the repulsion by $\gamma$. With $\gamma=1/\lambda$,
\begin{equation}
\langle T+V\rangle_{\rm scaled}=\lambda^{-2}\langle T\rangle+\lambda^{-1}\langle V\rangle=\lambda^{-2}\langle T+\lambda V\rangle .
\end{equation}
Scaling maps the wavefunctions of density $\rho$ one-to-one onto those of density $\rho_{1/\lambda}$, so the minima correspond:
\begin{equation}
F_\lambda[\rho]=\lambda^2F_1[\rho_{1/\lambda}] .
\end{equation}
The same scaling gives $\lambda^2T_s[\rho_{1/\lambda}]=T_s[\rho]$, while $U$ and $E_x$, being linear in the repulsion, obey $\lambda^2U[\rho_{1/\lambda}]=\lambda U[\rho]$ and likewise for $E_x$. Subtracting these parts from both sides leaves
\begin{equation}
F_\lambda-T_s-\lambda(U+E_x)=\lambda^2E_c[\rho_{1/\lambda}] .
\end{equation}
The derivative with respect to $\lambda$ is $W_\lambda-E_x$. Using the PBE functionals in this relation defines
\begin{equation}
W_\lambda^{\rm PBE}=E_x^{\rm PBE}+\frac{d}{d\lambda}\left(\lambda^2E_c^{\rm PBE}[\rho_{1/\lambda}]\right).
\label{wpbe}
\end{equation}
Its integral returns $E_x^{\rm PBE}+E_c^{\rm PBE}$, provided $\lambda^2E_c^{\rm PBE}[\rho_{1/\lambda}]$ vanishes as $\lambda\to0$.

The example is the atomization of N$_2$ at a bond length fixed at 1.10~\AA. For any energy $X$ its contribution to the atomization energy is $2X({\rm N})-X({\rm N_2})$, and a positive value favours binding. The densities are self-consistent PBE densities in the cc-pVTZ basis. For the molecule, exact and PBE exchange are $-356.368$ and $-357.125$~eV, so $\Delta E_x=+0.757$~eV. For the atom they are $-179.015$ and $-177.754$~eV, so $\Delta E_x=-1.261$~eV. PBE exchange is too negative in the molecule and not negative enough in the atom. Both errors favour binding, and the correction to the atomization energy at $\lambda=0$ is
\begin{equation}
2(-1.261)-0.757\approx-3.28\ {\rm eV}.
\end{equation}
These values are not converged in the basis to the digits shown. In cc-pVQZ $\Delta E_x$ becomes $+0.833$~eV for the molecule and $-1.210$~eV for the atom, and the correction becomes $-3.25$~eV; the signs do not change. The negative atomic $\Delta E_x$ is the case in which (\ref{mono}) is not guaranteed. Here it holds: the PBE slope of the atom, from about $-11$~eV near $\lambda=0$ to $-7.6$~eV at $\lambda=0.9$, outweighs the rise of the correction, which is at most 3.8~eV.

The exchange-correlation contributions to the atomization energy along the path, in eV, are
\begin{equation}
\begin{array}{c|ccccc}
\lambda&0&0.25&0.50&0.75&1\\ \hline
{\rm PBE}&1.616&3.191&4.330&5.246&6.016\\
{\rm hybrid}&-1.661&1.808&3.921&5.194&6.016
\end{array}
\end{equation}
With exact exchange alone this contribution opposes binding; PBE gives it the other sign. At half coupling the correction has shrunk to $-3.277/8=-0.410$~eV, and at $\lambda=0.75$ to $-3.277/64=-0.051$~eV. Simpson's rule on the five points gives
\begin{align}
{\rm PBE:}\quad&\tfrac1{12}\left[1.616+4(3.191)+2(4.330)+4(5.246)+6.016\right]=4.170,\\
{\rm hybrid:}\quad&\tfrac1{12}\left[-1.661+4(1.808)+2(3.921)+4(5.194)+6.016\right]=3.350 .
\end{align}
The difference, $-0.820$~eV, agrees to rounding with $-3.277/4=-0.819$~eV, as it should because Simpson's rule integrates a cubic without error. The total atomization energy falls from 10.546~eV in PBE to
\begin{equation}
10.546-0.819=9.727\ {\rm eV}.
\end{equation}
A finer quadrature of the hybrid integrand was also tested against a separate evaluation of PBE0 at the same densities. The total energies of molecule and atom agree to about 0.001~meV. This checks (\ref{pbe0}) and the integral of (\ref{wpbe}), but not the shape of the PBE integrand between the ends, since any correlation part with the same integral would pass.

What remains is the choice $n=4$. It rests on the judgement that fourth-order perturbation theory is often the lowest order to describe molecular binding well enough. For N$_2$ this can be examined with $H(\lambda)=F+\lambda(H-F)$, where $F$ now denotes the Hartree--Fock operator. The expansion in $\lambda$ is M\o ller--Plesset theory. Coupled cluster with single, double and perturbative triple excitations, CCSD(T), is correct through $\lambda^4$ on this path, so its small-$\lambda$ behaviour yields the energies of orders 2 to 4. In the minimal STO-3G basis the fourth-order term of N$_2$ found in this way is $-0.1317$~eV, and full configuration interaction gives the same value.

In the cc-pVDZ basis with frozen cores, Hartree--Fock gives an atomization energy of 4.669~eV. Through orders 2, 3 and 4 it becomes 9.172, 8.302 and 8.784~eV, against 8.667~eV for CCSD(T) in the same basis. Relative to that value the errors are $+0.505$, $-0.365$ and $+0.117$~eV. Second order overbinds, third order overcorrects, and in this basis fourth order is the first to come within about 0.1~eV. In cc-pVTZ the three errors, relative to CCSD(T) in that basis, are $+0.533$, $-0.451$ and $+0.209$~eV: fourth order is still the closest, but no longer within 0.1~eV. This gives $n=4$ limited support in one molecule. It does not prove it, since the M\o ller--Plesset path lets the density change while (\ref{ac}) holds it fixed, and since how accurate the description must be is a matter of judgement. Where low-order perturbation theory fails, as for nearly degenerate orbitals, the argument for one quarter fails with it.

The sensitivity to this judgement follows from the linear form at fixed PBE density,
\begin{equation}
D_{\rm at}(a)=10.546-3.277\,a\ \ {\rm eV}.
\end{equation}
Taking $n=3$, 4 and 5 gives 9.454, 9.727 and 9.891~eV. For comparison, CCSD(T) with frozen cores gives 9.374~eV in cc-pVTZ and 9.556~eV after its correlation part is extrapolated from the two basis sets. Relative to the extrapolated value PBE overbinds by 0.990~eV and PBE0 by 0.170~eV. The fraction that would reproduce it is
\begin{equation}
a=\frac{10.546-9.556}{3.277}=0.302 .
\end{equation}
This figure is less firm than its digits suggest. The reference omits core correlation, relativity and higher excitations. It also keeps a basis error, since its Hartree--Fock part is not extrapolated and two small basis sets fix the limit of the correlation part only roughly. The extrapolation alone moved it by 0.182~eV, equivalent to 0.06 in $a$. The measured atomization energy with zero-point motion removed is roughly 9.9~eV, which would put the fraction near 0.2 and turn the overbinding of PBE0 into underbinding. Most of the gap between the two estimates is basis error in the reference. Taking the Hartree--Fock part from cc-pVQZ and the remaining correlation from a second-order cc-pVTZ/cc-pVQZ extrapolation raises the reference to about 9.82 to 9.85~eV. The fraction then falls to 0.21 to 0.23, and PBE0 underbinds by about 0.1~eV. For this molecule the better estimates lie a little below one quarter, and one molecule cannot fix $a$ in general.

In chip processing the strength of this bond is one reason why thermal nitridation of silicon in N$_2$ is difficult and why ammonia or a plasma is often used instead. The bond length of 1.10~\AA\ is close to that of the real molecule. At 1100~K, a rough temperature for such a step, $kT$ is 0.095~eV, so the PBE0 atomization energy is about 100~$kT$. Letting the density relax under PBE0 raises it by 0.015~eV, to 9.741~eV. Zero-point vibration lowers it by about 0.15~eV. The value used is 0.152~eV, from the second-order M\o ller--Plesset curvature in cc-pVDZ at 1.10~\AA; the same method gives 0.135~eV at its own minimum of 1.13~\AA, and the measured frequency gives about 0.146~eV. Heating to 1100~K raises the dissociation enthalpy by 0.129~eV: two free atoms carry $5kT$, the molecule $\frac72kT$ plus its vibrational energy, and the difference is $\frac32kT$ less that vibrational part. The three shifts nearly cancel and leave 9.72~eV. The basis also has an effect: from cc-pVDZ to cc-pVTZ the Hartree--Fock atomization energy rises by 0.274~eV. From cc-pVTZ to cc-pVQZ the PBE atomization energy rises by 0.03~eV, to 10.574~eV, and the PBE0 value at the PBE density also by 0.03~eV, to 9.761~eV. The assumption that a real process breaks most strongly is that of an isolated molecule. On a silicon surface new bonds form while the old one breaks, so the barrier there is a different quantity from the atomization energy, and its size does not follow from these numbers.

The integral therefore fixes $a=1/4$ once the cubic decay is accepted, while the cubic decay is a reasoned choice for systems that low-order perturbation theory describes. The main computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
mixing fraction for order n=2: 0.5000
mixing fraction for order n=3: 0.3333
mixing fraction for order n=4: 0.2500
mixing fraction for order n=5: 0.2000
two-site Exc, energy difference: -1.290502 (hopping units)
two-site Exc, lambda integral: -1.290502 (hopping units)
N2 exact exchange: -356.368 eV
N2 PBE exchange: -357.125 eV
N2 PBE correlation: -12.312 eV
N2 integrated minus library PBE0: 0.001 meV
N exact exchange: -179.015 eV
N PBE exchange: -177.754 eV
N PBE correlation: -4.879 eV
N integrated minus library PBE0: -0.000 meV
N2 bond length: 1.10 angstrom
xc part of D, lambda=0.00: PBE 1.616, hybrid -1.661 eV
xc part of D, lambda=0.25: PBE 3.191, hybrid 1.808 eV
xc part of D, lambda=0.50: PBE 4.330, hybrid 3.921 eV
xc part of D, lambda=0.75: PBE 5.246, hybrid 5.194 eV
xc part of D, lambda=1.00: PBE 6.016, hybrid 6.016 eV
exchange correction to D, full: -3.277 eV
exchange correction to D, one quarter: -0.819 eV
D, PBE: 10.546 eV
D, hybrid from lambda integral: 9.727 eV
D, library PBE0 at PBE density: 9.727 eV
D, library PBE0 self-consistent: 9.741 eV
N2 STO-3G 4th order, from CCSD(T): -0.1317 eV
N2 STO-3G 4th order, from full CI: -0.1317 eV
D, Hartree-Fock cc-pVDZ: 4.669 eV
D through order 2, cc-pVDZ: 9.172 eV, error +0.505 eV
D through order 3, cc-pVDZ: 8.302 eV, error -0.365 eV
D through order 4, cc-pVDZ: 8.784 eV, error +0.117 eV
D, CCSD(T) cc-pVDZ: 8.667 eV
D, Hartree-Fock cc-pVTZ: 4.943 eV
D, CCSD(T) cc-pVTZ: 9.374 eV
D, CCSD(T) extrapolated reference: 9.556 eV
PBE minus reference: +0.990 eV
PBE0 at PBE density minus reference: +0.170 eV
fraction matching the reference for N2: 0.302
self-consistency effect on PBE0 D: +0.0147 eV
Hartree-Fock D, cc-pVTZ minus cc-pVDZ: +0.274 eV
reference D, extrapolated minus cc-pVTZ: +0.182 eV
zero-point energy of N2 (MP2 cc-pVDZ): 0.152 eV
enthalpy shift of D at 1100 K: +0.129 eV
\end{verbatim}
